# Apparent permittivity of glass with mobile cations between blocking electrodes

## 1. The question

A silica film between two metal plates contains a little sodium. When the film is hot, the sodium ions migrate through the glass but cannot enter the metal. A small steady voltage makes them pile up at the negative plate and leave the positive one. The plates then hold more charge than the bound electrons and the elastic displacement of the network would explain. Someone who measures the capacitance and assumes an ordinary dielectric will report too large a permittivity. How large is it, and is it a property of the glass?

Let the film occupy $-L/2<x<L/2$ and let $\varepsilon$ be its permittivity without ion migration. If $C$ is the static capacitance per unit area, the apparent permittivity is
$$\varepsilon_{\rm app}=CL .$$
The result to be derived is
$$\frac{\varepsilon_{\rm app}}{\varepsilon}=y\coth y,\qquad y=\frac{L}{2d},\qquad d=\sqrt{\frac{\varepsilon kT}{q^2n_0}},$$
where $q>0$ is the cation charge, $n_0$ the mean density of free cations and $d$ the Debye length.

## 2. The model

A fixed, uniform background of charge density $-qn_0$ neutralises the cations. The number of cations is conserved. The electrodes are identical ideal metals, so there is no built-in voltage, and the right plate is held at a potential $V$ above the left. The ions respond to the mean potential $\phi(x)$; their correlations are neglected until Section 8. We wait until equilibrium is reached.

The cation flux, with diffusion coefficient $D$ and the Einstein relation for the mobility, is
$$J=-D\left(n'+\frac{q}{kT}\,n\phi'\right).$$
In a steady state $J$ is uniform, and it vanishes at a blocking wall, so it vanishes everywhere. Then $(\ln n)'=-q\phi'/kT$, and
$$n(x)=A\,e^{-q\phi(x)/kT}.$$
The constant $A$ is fixed by conservation, $\int n\,dx=n_0L$, with integrals running over the film.

## 3. Linearisation

Write $\phi=\phi_m+\psi$, where $\phi_m$ is the average over the film, so that $\int\psi\,dx=0$. The factor $e^{-q\phi_m/kT}$ cancels in the normalised density:
$$n=n_0L\,\frac{e^{-q\psi/kT}}{\int e^{-q\psi/kT}dx}.$$
For $q|\psi|\ll kT$ the exponential is $1-q\psi/kT$. The integral is then $L$, because its linear term vanishes, and
$$n-n_0=-\frac{qn_0}{kT}\,\psi .$$
Poisson's equation, $\varepsilon\phi''=-q(n-n_0)$, becomes
$$\psi''=\frac{q^2n_0}{\varepsilon kT}\,\psi=\frac{\psi}{d^2}.$$

If monovalent anions of equal density also moved, in place of the fixed background, they would contribute an equal term. The charge density would be $-2q^2n_0\psi/kT$ and $1/d^2$ would double. The definition of $d$ above belongs to one mobile species.

## 4. Potential, charge and capacitance

The general solution is $\psi=a\cosh(x/d)+b\sinh(x/d)$. Its integral over the film is $2ad\sinh(L/2d)$, which must vanish, so $a=0$. The voltage condition $\psi(L/2)-\psi(-L/2)=V$ gives $2b\sinh(L/2d)=V$. Therefore
$$\psi(x)=\frac V2\,\frac{\sinh(x/d)}{\sinh(L/2d)} .$$
The linear condition is thus $qV/2\ll kT$.

At the right plate the normal from metal to glass points towards $-x$, and the field along it is $+\phi'$. Gauss's law gives the charge per unit area on that plate:
$$\sigma=\varepsilon\phi'(L/2)=\frac{\varepsilon V}{2d}\coth\frac{L}{2d}.$$
The slope is the same at $x=-L/2$, so the left plate carries $-\sigma$. Dividing by $V$ and multiplying by $L$,
$$\varepsilon_{\rm app}=\frac{\sigma L}{V}=\varepsilon\,\frac{L}{2d}\coth\frac{L}{2d}.$$

The share of the ions can be separated. Integrate by parts and call the common wall slope $\phi'_w$:
$$\int x\phi''dx=\big[x\phi'\big]-\big[\phi\big]=L\phi'_w-V .$$
With ionic charge density $\rho=-\varepsilon\phi''$ this becomes
$$\sigma=\varepsilon\phi'_w=\frac{\varepsilon V}{L}-\frac1L\int x\rho\,dx .$$
The first term is the charge without migration. The second is the ionic dipole moment per unit volume, taken from the positive towards the negative plate. It is positive because the cations move to negative $x$, and in the linear theory it equals $(\varepsilon V/L)(y\coth y-1)$.

The result was tested against numerical solutions of the full nonlinear equation at $qV/kT=0.02$, for six thicknesses from $L/d=0.3$ to $30$. The largest relative difference in the multiplier was $2.8\times10^{-6}$. Section 6 shows that nonlinearity of this size is expected at that voltage in a thick film.

## 5. Thin and thick films

**Thin film, $y\ll1$.** Expanding numerator and denominator,
$$y\coth y=\frac{1+y^2/2+\dots}{1+y^2/6+\dots}=1+\frac{y^2}{3}+\dots$$
Since $y^2/3=L^2/12d^2$,
$$\varepsilon_{\rm app}-\varepsilon\simeq\frac{\varepsilon L^2}{12d^2}=\frac{q^2n_0L^2}{12kT}.$$
The permittivity $\varepsilon$ has dropped out of the ionic part, which can be found from independent ions. In a thin film the field is nearly uniform and pushes each cation towards $-x$ with force $qV/L$. The Boltzmann weight is $1-qVx/(LkT)$. Averaged over a uniform distribution, with $\langle x^2\rangle=L^2/12$, the mean displacement is $-qVL/(12kT)$. Multiplying its magnitude by $qn_0$ and dividing by the field $V/L$ gives the same expression.

**Thick film, $y\gg1$.** Now $\coth y\to1$ and
$$C\to\frac{\varepsilon}{2d},\qquad \varepsilon_{\rm app}\to\frac{\varepsilon L}{2d}.$$
The interior is screened. Each wall has a layer of capacitance $\varepsilon/d$, and two in series give $\varepsilon/2d$. The capacitance no longer depends on thickness, so $\varepsilon_{\rm app}$ grows in proportion to $L$. It describes the film with its electrodes and is not a material constant.

## 6. Larger voltages

For a thick film, measure the potential from the neutral interior and set $u=q\phi/kT$, $X=x/d$. The full equation is
$$\frac{d^2u}{dX^2}=1-e^{-u}.$$
Multiply by $du/dX$ and integrate. Because $u$ and its slope vanish in the interior,
$$\frac12\left(\frac{du}{dX}\right)^2=e^{-u}+u-1 .$$
Let $s$ be the slope at the walls, equal at both by neutrality. Expanding the right side,
$$s^2=u^2-\frac{u^3}{3}+\frac{u^4}{12}-\dots$$
Insert $u=s+as^2+bs^3$. The terms in $s^3$ require $2a-\tfrac13=0$, so $a=\tfrac16$. Those in $s^4$ require $a^2+2b-a+\tfrac1{12}=0$, so $b=\tfrac1{36}$. The right wall has $u_R=u(s)$; at the left wall $u$ is negative and $u_L=u(-s)$. With $v=qV/kT$,
$$v=u_R-u_L=2s+\frac{s^3}{18},\qquad s\simeq\frac v2-\frac{v^3}{288}.$$
The charge is proportional to $s$, and the linear theory has $s=v/2$. Hence, to leading order,
$$\frac{C}{C_{\rm linear}}=1-\frac{v^2}{144}.$$
Here $C=\sigma/V$. A small alternating signal on top of a steady bias, slow enough for the ions to follow, measures $d\sigma/dV$ instead. Differentiating $s(v)$ gives $1-v^2/48$, a loss three times as large. At $v=0.02$ the first formula gives a loss of $2.8\times10^{-6}$, the size of the difference found in Section 4.

The first integral also relates the wall densities. Both walls have the same $s$, so $e^{-u_L}+u_L=e^{-u_R}+u_R$, or
$$\frac{n_L-n_R}{n_0}=v .$$
At high voltage $n_R$ is negligible, and the greatest density is $n_0v$.

## 7. A sodium-doped silica film

Consider silica in which aluminium supplies the fixed negative charge. The following inputs are rough typical values, and the free sodium density in particular can differ greatly between films: relative permittivity 3.9, $n_0=10^{16}\ \mathrm{cm^{-3}}$, $L=500$ nm, $T=600$ K. The applied voltage is 0.010 V.

With $kT/q=0.0517$ V and $\varepsilon=3.9\times8.854\times10^{-14}$ F/cm,
$$d^2=\frac{(3.453\times10^{-13})(0.0517)}{(1.602\times10^{-19})(10^{16})}\ \mathrm{cm^2}=1.114\times10^{-11}\ \mathrm{cm^2},$$
so $d=33.4$ nm. Then
$$y=\frac{500}{2\times33.38}=7.49,\qquad \coth y=1.0000006 .$$
The multiplier is 7.49 and the apparent relative permittivity is $3.9\times7.489=29.2$. The capacitance rises from 6.91 to 51.7 nF/cm².

The plate charge at 0.010 V is $5.17\times10^{-4}$ µC/cm², against a total free sodium charge of $8.01\times10^{-2}$ µC/cm². A displaced charge of less than one per cent of the sodium is enough to raise the capacitance more than sevenfold. The wall field is $1.5\times10^{-3}$ MV/cm, far below a rough breakdown field of 10 MV/cm.

With density and temperature held fixed, thickness acts as follows.

| $L$ (nm) | multiplier | $C$ (nF/cm²) |
|---:|---:|---:|
| 20 | 1.03 | 177.8 |
| 100 | 1.66 | 57.2 |
| 200 | 3.01 | 52.0 |
| 500 | 7.49 | 51.7 |
| 1000 | 14.98 | 51.7 |

At 20 nm, $y=0.300$, and the thin-film formula gives $1+0.09/3=1.03$. From 200 nm upwards the capacitance has almost reached $\varepsilon/2d$. A thickness series therefore distinguishes this mechanism from a true permittivity, for which $C$ would fall as $1/L$.

The test voltage has $v=0.193$, and $v^2/144$ gives a loss of 0.026 %. Solving the nonlinear equation for the same film at higher voltages gives $C/C_{\rm linear}=0.976$ at 0.1 V, 0.853 at 0.3 V and 0.573 at 1 V. The series predicts a loss of 2.6 % at 0.1 V, close to the computed 2.4 %. At 0.3 V it predicts 23 % against 15 %, so it has ceased to be useful.

The value at 1 V can be followed by hand. There $v=19.34$, which is also the computed greatest $n/n_0$, as the wall relation requires. Thus $u_L=-\ln19.34=-2.96$ and $u_R=19.34-2.96=16.38$. Most of the voltage falls across the depleted layer at the positive plate. The first integral gives $s=\sqrt{2(16.38-1)}=5.55$. The linear value is 9.67, and the ratio is 0.57.

## 8. What the model leaves out

**Ion-free gaps.** Suppose that a layer of thickness $\delta$ at each wall contains neither ions nor background. Its field is $\sigma/\varepsilon$, so the two gaps take a voltage $2\delta\sigma/\varepsilon$. The remaining film, of thickness $L-2\delta$, obeys the formula of Section 4. Adding the voltages,
$$V=\frac{\sigma}{\varepsilon}\left[2\delta+2d\tanh\frac{L-2\delta}{2d}\right],$$
$$\frac{\varepsilon_{\rm app}}{\varepsilon}=\frac{L}{2\delta+2d\tanh[(L-2\delta)/2d]} .$$
For $\delta=0.5$ nm this lowers $\varepsilon_{\rm app}$ by 1.5 %.

This figure leaves out the attraction of each cation to its own image charge in the metal. At a distance $z$ from the plate the image energy is $-q^2/16\pi\varepsilon z$, which is $-3.6\,kT$ at 0.5 nm in this film. It draws extra cations to the walls and can raise $\varepsilon_{\rm app}$ by more than the gaps lower it. The size of the effect depends strongly on how close the ions can come to the metal. As a rough continuum estimate, multiply the image energy by a screening factor $e^{-2z/d}$ and add it to the Boltzmann factor. Gaps and images together then raise $\varepsilon_{\rm app}$ by about 4 % for a closest approach of 1 nm, 13 % for 0.5 nm and 34 % for 0.3 nm. The other results given here do not include this effect.

**Correlations.** Each cation repels its neighbours and so sits in a region of lowered cation density. With $\kappa=1/d$, the linear screened potential around it is $qe^{-\kappa r}/4\pi\varepsilon r$. Removing the ion's own Coulomb potential leaves $-q\kappa/4\pi\varepsilon$ at its centre. Define the Bjerrum length $l_B=q^2/4\pi\varepsilon kT$, so that $\kappa^2=4\pi l_Bn$. The energy per ion is half the product of charge and potential, $-\tfrac12kT\,l_B\kappa$.

To obtain the free energy, scale all charges by $\lambda$. The energy density $w$ then scales as $\lambda^3$, and $df/d\lambda=2w/\lambda$. Hence
$$f=-kT\,n\,l_B\kappa\int_0^1\lambda^2d\lambda=-\frac{kT\,n\,l_B\kappa}{3}=-\frac{kT\kappa^3}{12\pi}.$$
Since $\kappa^3\propto n^{3/2}$, its second derivative in $n$ is $\tfrac34\kappa^3/n^2$, and
$$\frac{\partial^2f}{\partial n^2}=-\frac{kT\kappa^3}{16\pi n^2}=-\frac{kT}{n}\,\frac{l_B}{4d}.$$
For ideal ions the chemical potential has slope $kT/n$. This is now multiplied by $1-l_B/4d$, so $d^2$ is multiplied by the same factor. Here $l_B=7.14$ nm and $l_B/4d=0.0535$, which raises $\varepsilon_{\rm app}$ by 2.8 %. This is an estimate: it uses a local free energy although the density varies over a distance $d$, and it smears out the background.

**Exchange with binding sites.** An aluminium site can hold a sodium ion. At a separation of 0.3 nm, chosen for illustration, the continuum attraction is $7.14/0.3\approx24$ times $kT$. Most of the sodium may therefore be bound, with $n_0$ counting the free part alone.

Let there be $N$ sites per unit volume, each of charge $-q$ when empty, with occupancy $\theta=n/(K+n)$ and a constant $K$ set by the binding energy. Neutrality requires $n_0+N\theta=N$, so $n_0=N(1-\theta)$. A small local potential changes $n$ by $dn=-n_0\,q\,d\phi/kT$. Differentiating $\theta$ gives $n\,d\theta/dn=\theta(1-\theta)$. The total sodium density then changes by
$$dn+N\,d\theta=-\big[n_0+N\theta(1-\theta)\big]\frac{q\,d\phi}{kT}=-n_0(1+\theta)\frac{q\,d\phi}{kT}.$$
Static screening therefore contains $n_0(1+\theta)$ in place of $n_0$. Empty sites change places by capture and release, and for $\theta\to1$ they act as a second mobile species, as in Section 3. The Debye length falls at most by $\sqrt2$. In this film, at small voltage, $\varepsilon_{\rm app}$ then rises by at most 41 %. This exceeds the gap and correlation corrections, and it appears if the measurement lasts long enough for capture and release to reach equilibrium. With the continuum attraction above, a rough association volume $1/K\approx\int4\pi r^2e^{l_B/r}dr$, taken from 0.3 nm to $l_B/2$, gives $\theta\approx0.9997$. The bound is then practically reached, and the apparent relative permittivity is near 41 in place of 29.

## 9. How long is static?

The ions must cross the film's own resistance to charge the wall layers. The conductivity is $q^2n_0D/kT=\varepsilon D/d^2$, so the resistance of unit area is $Ld^2/\varepsilon D$. Multiplying by the thick-film capacitance $\varepsilon/2d$,
$$\tau\simeq\frac{Ld}{2D}.$$

The linear transport equation gives the correction. At fixed plate voltage the decaying part of the charge obeys $\partial_t\rho=D(\rho''-\rho/d^2)$. Try $\rho=\rho_1\sinh(kx)\,e^{-t/\tau}$. Then $k^2d^2=1-\eta$, with $\eta=d^2/D\tau$. The associated potential vanishes at both plates:
$$\phi=\frac{\rho_1e^{-t/\tau}}{\varepsilon k^2}\left[\frac{2x}{L}\sinh\frac{kL}{2}-\sinh kx\right].$$
Zero flux means $\rho'+\varepsilon\phi'/d^2=0$ at $x=L/2$. Dividing out $\rho_1e^{-t/\tau}$ and multiplying by $k^2d^2$,
$$(k^2d^2-1)\,k\cosh\frac{kL}{2}+\frac2L\sinh\frac{kL}{2}=0,$$
$$\eta=\frac{\tanh(kL/2)}{kL/2}.$$
For a thick film the hyperbolic tangent is 1 and $k=\sqrt{1-\eta}/d$. To the next order $\eta\simeq(2d/L)(1+d/L)$, and
$$\tau\simeq\frac{Ld}{2D}\left(1-\frac dL\right).$$

Take a rough sodium mobility of $10^{-6}$ cm²/Vs at 600 K. Then $D=5.17\times10^{-8}$ cm²/s and $Ld/2D=1.61$ ms. The correction lowers this to 1.51 ms, and a numerical calculation of the slowest mode gives 1.49 ms. The static formula needs an angular frequency well below $1/\tau$, which here means a frequency well below about 100 Hz.

Suppose that the mobility varies as $e^{-E/kT}$, with a rough migration barrier $E=0.7$ eV. Between 600 K and 300 K it then falls by a factor of $7.6\times10^5$, to $1.3\times10^{-12}$ cm²/Vs. For the same free density, $Ld/2D$ becomes about 1700 s, or half an hour. Stronger binding on cooling would reduce the free density and lengthen the wait. Without exchange the wait levels off at $L^2/\pi^2D$, about 7400 s, once $d$ exceeds $L$, and by then the multiplier has fallen close to 1. A room-temperature measurement at ordinary frequencies would return $\varepsilon$, not $\varepsilon_{\rm app}$.

## 10. Which real films does this describe?

The model suits dilute, compensated silica with metal plates, heated enough for sodium to move. Ordinary soda-lime glass has a sodium density of several times $10^{21}\ \mathrm{cm^{-3}}$. If all of it were free, at the permittivity and temperature used here, $d$ would be about 0.04 nm, less than an atomic spacing, and the continuum theory has no meaning. An oxide contaminated with sodium but lacking a fixed negative background also falls outside it, because the electrodes then hold the countercharge and the interior is not neutral. A silicon electrode adds the capacitance of its own space-charge layer in series, which has not been sized.

Even in a suitable film, three assumptions deserve suspicion. At small voltage, site exchange can raise the result by up to 41 %, and strong binding brings it close to that bound. Image attraction at the plates can raise it further, by an amount that depends on the closest approach of the ions. Dissimilar metals supply a built-in voltage. Without site exchange, a total drop of 0.3 V already lowers $\sigma/V$ by 15 %. With exchange in equilibrium and $\theta\to1$, the wall slope of a thick film becomes $s=2\sqrt2\,\sinh(v/4)$, as for two mobile species, and $\sigma/V$ rises with voltage instead: at 0.3 V it is nearly twice the linear value without exchange. This holds as long as nearly all sites stay occupied, even beside the positive plate. In either case a small-signal measurement about that bias would see a different, differential capacitance. The figure of 29 is therefore the mean-field prediction for the stated free density, identical plates, ions that can reach the plates, no exchange and no image attraction. The numerical output below gives the remaining values.

## Computed values

```
Largest relative error of multiplier in tests: 2.8e-06
Relative permittivity without ion migration: 3.9
Free sodium density: 1.0e+16 cm^-3
Film thickness L: 500 nm
Temperature: 600 K
Test voltage: 0.010 V
Thermal voltage kT/q: 0.05170 V
Debye length d: 33.38 nm
y = L/2d: 7.489
coth(y): 1.0000006
Permittivity multiplier: 7.489
Apparent relative permittivity: 29.21
Capacitance without ions: 6.91 nF/cm2
Capacitance with ions: 51.72 nF/cm2
Plate charge at test voltage: 5.172e-04 uC/cm2
Total free sodium charge: 8.011e-02 uC/cm2
Wall field at test voltage: 1.498e-03 MV/cm
Rough breakdown field: 10 MV/cm
Wall field / breakdown field: 1.5e-04
Thickness nm | y | multiplier | eps_app/eps0 | C nF/cm2
   20 | 0.300 | 1.030 | 4.02 | 177.79
   50 | 0.749 | 1.180 | 4.60 | 81.52
  100 | 1.498 | 1.655 | 6.46 | 57.17
  200 | 2.996 | 3.011 | 11.74 | 51.98
  500 | 7.489 | 7.489 | 29.21 | 51.72
 1000 | 14.978 | 14.978 | 58.41 | 51.72
Thick-film limit of C: 51.72 nF/cm2
Nonlinear loss of C at test voltage: 0.026 %
At 0.1 V: C/C_linear = 0.976, highest n/n0 = 2.26
At 0.3 V: C/C_linear = 0.853, highest n/n0 = 5.82
At 1.0 V: C/C_linear = 0.573, highest n/n0 = 19.34
Ion-free gap at each wall: 0.5 nm
Change of eps_app by gaps: -1.48 %
Bjerrum length: 7.14 nm
Mean ion spacing n0^(-1/3): 46.4 nm
Correlation term l_B/4d: 0.0535
Change by correlations: 2.79 %
Change by site exchange, upper bound: 41.4 %
Sodium mobility at 600 K: 1.0e-06 cm2/Vs
Diffusion coefficient at 600 K: 5.17e-08 cm2/s
Waiting time Ld/2D at 600 K: 1.614 ms
Slowest computed mode at 600 K: 1.493 ms
Migration barrier: 0.7 eV
Mobility at 300 K: 1.32e-12 cm2/Vs
Debye length at 300 K, same n0: 23.60 nm
Waiting time Ld/2D at 300 K, same n0: 1731 s
```
